Pseudospin-one fermions at a barrier: matching conditions and transmission at half height

**Question**

I am working on the dice lattice, where every hub site is bonded to three rim sites A and three rim sites B. Near a corner of the Brillouin zone the low-energy Hamiltonian should be that of a massless particle with pseudospin one,

H = ħv (Sx kx + Sy ky) + V(x),

and I want the transmission through a barrier with V = V0 for 0 < x < L and V = 0 elsewhere.

For graphene I make both spinor components continuous at each edge. Here I have three components, so two edges give six equations, but I have only four unknown amplitudes: one reflected, two inside the barrier, one transmitted. At oblique incidence the equations contradict each other. Which conditions are the right ones, and why? I was also told that at E = V0/2 the barrier is transparent at every angle of incidence. Is that true, and what does it depend on?

**Answer**

The equations themselves say what is continuous, once they are sorted into those that contain an x-derivative and one that does not.

**The Hamiltonian**

Let a be the bond length and −t the hopping. Take the bonds from a hub to its A sites as δ = a(1, 0) and a(−1/2, ±√3/2); the bonds to the B sites are −δ. At the corner K = (0, 4π/(3√3 a)) the phases K·δ are 0 and ±2π/3. For a small departure k from the corner, the bond sum is

Σ exp[i(K+k)·δ] ≈ i Σ (k·δ) exp(iK·δ) = (3ia/2)(kx + i ky),

because the three phase factors add to zero. A hub is reached from A by −δ and from B by +δ, so

E A = −t (−3ia/2)(kx − i ky) ψ2
E B = −t (3ia/2)(kx + i ky) ψ2.

Setting A = iψ1 and B = −iψ3 removes the factors of i. With k± = kx ± i ky and ħv = 3ta/√2,

E ψ1 = (ħv/√2) k− ψ2
E ψ2 = (ħv/√2) (k+ ψ1 + k− ψ3)
E ψ3 = (ħv/√2) k+ ψ2.

This is your H in the order (A, hub, B). Inserting the outer rows in the middle one gives E² = (ħv)²k² when ψ2 ≠ 0, which is a cone. States with ψ2 = 0 form a flat band at E = 0.

I assume that V, a potential energy, is the same on all three sublattices at a given x, and that the valleys do not mix. The hub–A and hub–B hoppings are taken equal. The transparency derived below needs this: with a hopping ratio of 0.9, a lattice barrier at E = V0/2 with kL = 6 transmits only 0.975 at 50° and 0.43 at 80°. I take V0 > 0, and E different from 0 and V0.

**What is continuous**

The barrier conserves ky. Replace kx by −i d/dx, write ε = (E − V)/(ħv), and define

u = (ψ1 + ψ3)/√2,  w = (ψ1 − ψ3)/√2.

The sum of the outer rows, their difference, and the middle row become

−i ψ2′ = ε u    (1)
−i ky ψ2 = ε w    (2)
−i u′ + i ky w = ε ψ2.    (3)

In the sum the ky terms cancel; in the difference the derivatives cancel.

Integrate (1) and (3) from −η to +η across a step. With finite V and bounded fields, the terms without derivatives contribute an amount proportional to η, so as η → 0

ψ2 and ψ1 + ψ3 are continuous.

Equation (2) has no derivative and gives no such condition. It fixes w on each side separately:

w = −i ky ψ2/ε.

Since ψ2 is continuous and ε is not, w must jump unless ky ψ2 = 0 at the edge. Your extra equation demanded that it should not, and this is the contradiction you found. At normal incidence w = 0 on both sides, so all three components are then continuous.

The jump does not violate current conservation. The normal current is

j = v ψ†Sxψ = (v/√2)[ψ2*(ψ1 + ψ3) + (ψ1 + ψ3)*ψ2] = 2v Re(ψ2* u),

which contains only the continuous quantities.

**Transmission at any energy**

Let ε be the value outside and ε′ = (E − V0)/(ħv) the value inside. For E > 0 and angle of incidence θ,

kx = ε cos θ,  ky = ε sin θ,  qx² = ε′² − ky².

By (1), a plane wave has u = Yψ2 outside, with Y = kx/ε = cos θ. Inside, a wave exp(iqx x) has u = Y′ψ2 with Y′ = qx/ε′. A wave with the opposite x-component has the opposite sign of u/ψ2.

At x = 0 the incident and reflected waves give ψ2 = 1 + r and u = Y(1 − r). At x = L call the transmitted value ψ2 = τ, so u = Yτ. Inside the barrier (1) gives u = −iψ2′/ε′, and ψ2 is a combination of cos and sin of qx(x − L). Fixing the two constants at x = L gives

ψ2(x) = τ {cos[qx(x − L)] + i(Y/Y′) sin[qx(x − L)]}
u(x) = τ {Y cos[qx(x − L)] + iY′ sin[qx(x − L)]}.

Now set x = 0, with c = cos(qx L), s = sin(qx L) and ρ = Y/Y′:

1 + r = τ (c − iρ s)
1 − r = τ (c − i s/ρ).

The second line has been divided by Y. Adding and subtracting,

2 = τ [2c − i(ρ + 1/ρ)s]
2r = −iτ (ρ − 1/ρ)s.

The media on the two sides are the same, so T = |τ|². Using c² + s² = 1 and (ρ + 1/ρ)² = (ρ − 1/ρ)² + 4,

T = 1 / [1 + (1/4)(ρ − 1/ρ)² sin²(qx L)].    (4)

If qx is imaginary, both ρ and s are imaginary. The product (ρ + 1/ρ)s is still real, so (4) continues to hold.

**Half the barrier height**

At E = V0/2 we have E − V0 = −E, so ε′ = −ε. Then qx² = kx², Y′² = Y² and ρ² = 1. The factor ρ − 1/ρ vanishes, hence

r = 0 and T = 1 for every L and every |θ| < 90°.

So the statement you were told is true for this sharp-step model. At grazing incidence itself there is no normal flux to transmit.

There is no reflection even at a single edge. Inside, the particle is on the lower cone, where the velocity is opposite to the wave vector. The wave that carries flux forward therefore has qx = −kx, and

Y′ = (−kx)/(−ε) = kx/ε = Y.

One forward wave on each side satisfies both matching conditions. Its velocity inside points along (kx, −ky): the beam is refracted to −θ. Since the phase inside runs backwards, τ = exp(−ikx L). Writing the transmitted wave as t exp(ikx x) gives t = exp(−2ikx L).

Equal wave numbers alone are not enough. For pseudospin one half both components are continuous, and the ratio of the second to the first is (kx + i ky)/ε = exp(iθ) outside. For the forward wave inside it is (−kx + i ky)/(−ε) = exp(−iθ). These agree only at normal incidence. For pseudospin one the sign change appears in w, which is free to jump: w/ψ2 goes from −i sin θ to +i sin θ.

What about other energies? The condition Y² = Y′² reads

1 − ky²/ε² = 1 − ky²/ε′²,

so either ky = 0 or ε′² = ε². The second option means (E − V0)² = E², hence E = V0/2. At other energies T = 1 occurs at normal incidence, or at angles where sin(qx L) = 0 with qx real and nonzero.

**Numbers**

Take round model parameters: v = 1.0×10⁸ cm/s, V0 = 0.20 eV and L = 50 nm. Then ħv = 0.6582 eV nm, and at half height k = 0.10/0.6582 = 0.1519 nm⁻¹.

As a sample away from half height, take E = 0.08 eV and θ = 40°:

ε = 0.08/0.6582 = 0.1215 nm⁻¹
ε′ = −0.12/0.6582 = −0.1823 nm⁻¹
ky = 0.1215 × 0.6428 = 0.0781 nm⁻¹
qx = √(0.1823² − 0.0781²) = 0.1647 nm⁻¹.

Thus Y = 0.766, Y′ = −0.904 and ρ = −0.848, so (ρ − 1/ρ)² = 0.110. With qx L = 8.24, sin² = 0.861, and T = 1/(1 + 0.110 × 0.861/4) = 0.977.

The table lists T at three energies. The last column is for pseudospin one half at 0.10 eV, from a numerical solution of its four continuity equations.

θ    0.08 eV   0.10 eV   0.12 eV   spin 1/2
0°    1.000     1.000     1.000     1.000
20°   1.000     1.000     0.994     0.745
40°   0.977     1.000     0.383     0.510
60°   0.820     1.000     0.00013   0.053
80°   0.431     1.000     0.000001  0.00025

The entry at 20° and 0.08 eV is 0.9997 before rounding. At 0.12 eV the inside wave is evanescent when sin θ > 0.08/0.12, that is beyond 41.8°, which accounts for the tiny values at 60° and 80°.

**When the edge is a ramp**

A continuous edge at this energy must pass through V = E, where (2) makes w singular at oblique incidence (ky ≠ 0). Suppose V changes linearly over a width d. Eliminating w from (3) gives

u′ = i(ε − ky²/ε)ψ2.

On the rising ramp ε runs from k to −k, and dx = −(d/2k)dε. Give E an infinitesimal positive imaginary part, which represents weak damping. The path then passes above ε = 0, and ∫dε/ε = iπ. The term linear in ε integrates to zero. To first order in d, with ψ2 held constant,

Δu = −i ky² ψ2 (−d/2k)(iπ) = −π ky² d ψ2/(2k).

The current changes by 2v Re(ψ2*Δu). Divided by the incident current 2v cos θ |ψ2|², this is a loss of πkd sin²θ/(2 cos θ). On the falling ramp both dx/dε and the integral change sign, so the loss is the same. Together,

lost fraction ≈ π k d sin²θ / cos θ.

The flux is absorbed where the local flat band, at energy V(x), meets the energy of the particle. At a fixed angle the loss vanishes as d → 0, so this linear ramp recovers the sharp-step conditions as a limit. At fixed d the estimate grows towards grazing incidence, where it ceases to be small and the first-order result no longer applies.

For θ = 50°, kL = 6 and kd = 0.002 the estimate is 0.00574. Numerical integration of the equations for ψ2 and u, along a semicircle above ε = 0, gives 0.00571. The reflected fraction is only 5×10⁻⁶.

In this continuum picture the requirement on d is severe. At 50° the lost fraction is about 2.87 kd, so with k = 0.1519 nm⁻¹ a loss of one per cent already corresponds to d ≈ 0.02 nm, less than an atomic spacing. For these parameters a continuum ramp is no realistic route to the ideal result. A lower barrier, with smaller k, relaxes the requirement in proportion. The absorption also has a limit of validity: on a lattice it needs a damping larger than the potential step between neighbouring rows. Without damping nothing is absorbed and R + T = 1. For ka = 0.03 (a the bond length), θ = 50° and kL = 6, an undamped lattice ramp of width 3a gives T between about 0.16 and 1.00 depending on where it sits among the rows, typically near 0.99, whereas the continuum ramp gives 0.78.

**When the edge is cut on the lattice**

A lattice potential can jump between rows of sites without taking the value E on any site. With the bonds chosen above, hub rows lie at x = 3an/2. Between two neighbouring hub rows there is one B row and one A row. Eliminating these rim sites leaves a coupling between the hub rows

J = t² c₀ [1/(E − V_A) + 1/(E − V_B)].

Here c₀ = 2 cos(√3 Ky a/2), with Ky the full wave number along the edge, comes from the pair of bonds on one side of each rim site. It is close to −1 near the corner.

If the edge falls just beyond a hub row, the next A and B rows have the same potential, as the continuum model assumes. I solved the lattice equations row by row, starting from the transmitted wave, for E = V0/2, θ = 50° and kL = 6. The result is 1 − T = 3.7×10⁻⁵ at ka = 0.004 and 9.3×10⁻⁶ at ka = 0.002. The deficit falls by a factor of four when ka is halved. Extrapolating this quadratic trend to ka = 0.03 would give a deficit of about 0.002.

If instead the edge separates the B row from the A row, then V_B = 0 and V_A = V0. At E = V0/2,

J = t² c₀ [1/(−E) + 1/E] = 0.

The two hopping paths cancel and nothing is transmitted, even at normal incidence. The potential is still a function of x alone. What fails is the use of one common ε for ψ1 and ψ3 in (1) and (2): the A and B rows that link the same two hub rows now have opposite values of E − V. The matching algebra itself is not at fault. Away from half height the effect can be small: at E = 0.6 V0, with ka = 0.002 and the same angle and kL, this edge gives T = 0.043, against 0.042 from (4). The small value there comes from evanescence inside the barrier. The blocked window widens with ka. At ka = 0.002 this edge already gives T = 0.955 at E = 0.49 V0 and 0.993 at 0.51 V0. At ka = 0.03 it gives 0.027 at 0.51 V0, and 0.73 instead of 0.92 at 0.4 V0. Unequal potentials alone do not block: J vanishes only when V_A + V_B = 2E, and an edge with V_B = 0, V_A = V0/4 still transmits 0.99999 at half height for ka = 0.002.

So use continuity of ψ2 and ψ1 + ψ3. For an ideal sharp step they give transparency at half height for all oblique angles. A damped continuum ramp comes close to this only where its loss is small, and a lattice edge must not give the A and B rows between the same two hub rows opposite, or nearly opposite, values of E − V.

All numerical values are calculated from the stated model.
